\section*{What an Undersized FFT Grid Breaks in a Plane-Wave Calculation}

\section{Question}

My plane-wave code keeps the waves with indices $-n,\dots,n$ along each axis. It applies the local potential by transforming an orbital to a real-space grid, multiplying by the potential there, and transforming back. The density has components up to index $2n$, so I was told to use at least $4n+1$ grid points per axis. To save time I would like to use fewer.

My worry is that high components then fold back onto low ones. I expect the density to integrate to the wrong number of electrons, and the folded Hamiltonian to stop being Hermitian, so that its eigenvalues need not be real. A colleague says that neither happens and that the only casualty is translation invariance. Yet my electron count looks perfect on a coarse grid while the energy changes when I move the atom. What does an undersized grid really damage?

\section{Answer}

The three quantities you mention need different numbers of points. I treat one periodic direction of length $L$, in Hartree atomic units, with $g=2\pi/L$ and grid points $x_j=jL/N$, $j=0,\dots,N-1$. An orbital is
\begin{equation}
\psi(x)=\frac{1}{\sqrt L}\sum_{m=-n}^{n}c_m e^{imgx},\qquad \sum_m|c_m|^2=1 .
\end{equation}
The density is the sum of $|\psi|^2$ over occupied orbitals, without augmentation charges, and the potential is local.

Everything rests on one sum. For an integer $q$,
\begin{equation}
\frac1N\sum_{j=0}^{N-1}e^{iqgx_j}=\frac1N\sum_{j=0}^{N-1}r^j,
\qquad r=e^{2\pi i q/N}.
\end{equation}
If $N$ divides $q$, then $r=1$ and the result is 1. Otherwise $r\neq1$, and the geometric sum is $(1-r^N)/(1-r)=0$, because $r^N=e^{2\pi iq}=1$. The grid therefore cannot distinguish two waves whose indices differ by a multiple of $N$. It also follows that the grid average of a function with components $|q|\le B$ equals its true average if $N\ge B+1$.

\subsection{The electron count}

The grid integral of one orbital's density is
\begin{align}
\frac LN\sum_j|\psi(x_j)|^2
&=\sum_{m,m'}c_m^*c_{m'}\,\frac1N\sum_j e^{i(m'-m)gx_j}\nonumber\\
&=\sum_{m'-m\,\in\,N\mathbb Z}c_m^*c_{m'} .
\label{count}
\end{align}
The factor $L$ cancels the two normalization factors $1/\sqrt L$. Since $|m'-m|\le 2n$, the only multiple of $N$ available when $N\ge2n+1$ is zero. The sum is then $\sum_m|c_m|^2=1$. Adding the occupied orbitals with their occupations gives the exact electron count. In three dimensions the argument applies to each axis.

With $N=2n$ the waves $n$ and $-n$ coincide on the grid, and the error per electron is
\begin{equation}
c_n^*c_{-n}+c_{-n}^*c_n=2\,\mathrm{Re}(c_n^*c_{-n}).
\end{equation}
More generally, for any $N\le2n$ the indices $n$ and $n-N$ both lie in the basis. A state made of these two waves can have a wrong count of either sign. So your fear is justified below $2n+1$ points, but not between $2n+1$ and $4n$.

A correct count does not certify the density. Write $|\psi(x)|^2=\sum_q\rho_qe^{iqgx}$, where $\rho_q=0$ for $|q|>2n$. The coefficients obtained from the grid samples are
\begin{equation}
\rho_q^{(N)}=\frac1N\sum_j|\psi(x_j)|^2e^{-iqgx_j}=\sum_{p\in\mathbb Z}\rho_{q+pN}.
\end{equation}
For $p\ne0$ and $|q|<N$, the unwanted indices satisfy $|q+pN|\ge N-|q|$. They are harmless if $N-|q|\ge2n+1$, that is, if $|q|\le N-1-2n$. At $N=2n+1$ this guarantees the component $q=0$ alone, which is the electron count. The samples $|\psi(x_j)|^2$ are themselves correct; the error arises when they are read as Fourier coefficients of the density.

\subsection{Hermiticity}

The transform, multiplication and back-transform give
\begin{equation}
(Wc)_m=\frac1N\sum_j e^{-imgx_j}V(x_j)\sum_{m'}e^{im'gx_j}c_{m'},
\end{equation}
so the matrix applied by the code is
\begin{equation}
W_{mm'}=\frac1N\sum_jV(x_j)e^{-i(m-m')gx_j}.
\label{W}
\end{equation}
For real grid values $V(x_j)$, complex conjugation changes only the sign in the exponent:
\begin{equation}
W_{mm'}^*=\frac1N\sum_jV(x_j)e^{-i(m'-m)gx_j}=W_{m'm}.
\end{equation}
The size of $N$ was not used. The matrix is Hermitian even on a grid too small to count electrons. Nor does it matter how the real values $V(x_j)$ were obtained, so a potential computed from an aliased density is included. The kinetic matrix is real and diagonal, hence the total matrix has real eigenvalues and orthonormal eigenvectors. By Eq.~(\ref{count}), those eigenvectors carry the right number of electrons for $N\ge2n+1$, even if the matrix they came from is inaccurate.

If you do find a non-Hermitian matrix, check whether the grid potential is real. One way to lose reality occurs for even $N$, when the potential is built from the indices $q=-N/2,\dots,N/2-1$. A real potential has $V_{-q}=V_q^*$, so the terms $q$ and $-q$ add to a real number, but $q=-N/2$ has no partner. At the grid points its wave is
\begin{equation}
e^{-i(N/2)gx_j}=e^{-i\pi j}=(-1)^j,
\end{equation}
which contributes $(-1)^jV_{-N/2}$, in general complex. The indices $N/2$ and $-N/2$ are equivalent on the grid, so for $m-m'=\pm N/2$, a difference the basis contains only if $N\le4n$, both $W_{mm'}$ and $W_{m'm}$ equal $V_{-N/2}$. Therefore
\begin{equation}
|W_{mm'}-W_{m'm}^*|=|V_{-N/2}-V_{-N/2}^*|=2|\mathrm{Im}\,V_{N/2}|.
\end{equation}
Setting the unpaired coefficient to zero makes the grid potential real and removes the defect. The defect needs both the one-sided construction and a grid with $N\le4n$: for even $N>4n$ every difference satisfies $|m-m'|<N/2$ and the unpaired term never enters the matrix. Aliasing of a real grid potential never produces it.

\subsection{Wrong matrix elements}

Now let the potential have a finite band, $V(x)=\sum_{|q|\le K}V_qe^{iqgx}$. Its exact matrix element between waves $m$ and $m'$ is $V_{m-m'}$. Inserting the series into Eq.~(\ref{W}) gives
\begin{align}
W_{mm'}&=\sum_qV_q\,\frac1N\sum_je^{i[q-(m-m')]gx_j}\nonumber\\
&=\sum_{p\in\mathbb Z}V_{m-m'+pN}.
\label{fold}
\end{align}
The term $p=0$ is correct and the others are aliases. Because $|m-m'|\le2n$, an alias has an index of magnitude at least $N-2n$. All aliases vanish if $N-2n>K$, or
\begin{equation}
N\ge2n+K+1.
\label{threshold}
\end{equation}
If $2n+1\le N\le2n+K$, the element with $m-m'=2n$ receives $V_{2n-N}$, whose index lies inside the band. The condition is thus also necessary if every potential of that band is to be treated exactly.

The exact matrix uses no potential component beyond $2n$, so one may set $K=2n$, and Eq.~(\ref{threshold}) becomes your rule $N\ge4n+1$. The different thresholds have a simple meaning. The count integrates a density of band $2n$, whereas the potential energy integrates the density times the potential, of band $2n+K$.

Discarding the potential components that a small grid cannot hold brings almost no saving. For odd $N$ this means $K=(N-1)/2$, and Eq.~(\ref{threshold}) requires
\begin{equation}
N\ge2n+\frac{N-1}{2}+1
\;\Longleftrightarrow\;
\frac N2\ge2n+\frac12
\;\Longleftrightarrow\;
N\ge4n+1 .
\end{equation}
For even $N$, with the unpaired component also removed, $K=N/2-1$ and the condition becomes $N\ge4n$. On $4n$ points the aliases are then gone, but so are the components $V_{\pm2n}$, which the exact matrix of the original potential needs.

A potential sampled directly from a function without a finite band obeys no such threshold. This is in general the case for an exchange--correlation potential, a nonlinear function of the density, so some dependence on the grid can remain at $4n+1$ points.

\subsection{Why the energy depends on position}

Move the potential rigidly by $s$. Then $V(x-s)$ has coefficients $V_qe^{-iqgs}$, and Eq.~(\ref{fold}) becomes
\begin{align}
W_{mm'}(s)&=\sum_pV_{m-m'+pN}\,e^{-i(m-m'+pN)gs}\nonumber\\
&=e^{-imgs}\,\widetilde W_{mm'}(s)\,e^{im'gs},\\
\widetilde W_{mm'}(s)&=\sum_pV_{m-m'+pN}\,e^{-ipNgs}.
\label{tilde}
\end{align}
The outer phases form a diagonal unitary transformation. It leaves the diagonal kinetic matrix $T$ unchanged, so $T+W(s)$ and $T+\widetilde W(s)$ have the same eigenvalues. Without aliases only $p=0$ remains, and the eigenvalues do not depend on $s$. With aliases they generally do. A shift by one grid spacing, $s\to s+L/N$, multiplies the phases in Eq.~(\ref{tilde}) by $e^{-2\pi ip}=1$. Translations by whole grid spacings therefore remain symmetries.

The position dependence produces a force on a single well in an otherwise empty cell, where the true force is zero. Let two electrons occupy the lowest orbital, with normalized eigenvector $c(s)$ and eigenvalue $\varepsilon(s)$, so that $E=2c^\dagger(T+W)c$. Differentiation gives
\begin{equation}
\frac{dE}{ds}=2c^\dagger\frac{dW}{ds}c
+2\varepsilon\frac{d}{ds}(c^\dagger c)
=2c^\dagger\frac{dW}{ds}c ,
\end{equation}
because $c^\dagger c=1$. Using Eq.~(\ref{W}), the force is
\begin{equation}
F=-\frac{dE}{ds}=-\frac{2L}{N}\sum_j|\psi(x_j)|^2\,
\frac{\partial V(x_j-s)}{\partial s}.
\end{equation}
It is the correct derivative of an incorrect energy. Agreement between forces and energy differences on the same grid is thus no evidence that the grid is adequate.

\subsection{Why translation invariance is not the only loss}

Your colleague's statement suggests that averaging over positions would repair the energy. It removes the part of the error that is linear in the aliases, but what remains has a definite sign and need not vanish. Averaging Eq.~(\ref{tilde}) over one grid spacing removes every term with $p\ne0$ and leaves the exact potential matrix $V$. Let $c_0$ be the lowest normalized eigenvector of $T+V$. It is a permitted trial vector for each $T+\widetilde W(s)$, so the lowest grid eigenvalue satisfies
\begin{equation}
\varepsilon(s)\le c_0^\dagger\,[T+\widetilde W(s)]\,c_0 .
\end{equation}
Averaging both sides over $s$ gives
\begin{equation}
\langle\varepsilon\rangle_s\le c_0^\dagger(T+V)c_0=\varepsilon_{\rm exact},
\label{mean}
\end{equation}
where $\varepsilon_{\rm exact}$ is the lowest eigenvalue of the exact matrix in the same basis. The position average is therefore too low, or at best equal. This proof holds for a fixed potential; a self-consistent potential that changes with $s$ is outside it. The reference $V$ is the exact matrix of the potential actually placed on the grid. If components are discarded first, the bound refers to the truncated potential, and the average can lie above the exact energy of the original one: in the example below, $N=20$ with $|q|\le9$ gives a mean two-electron energy $2.4\times10^{-4}$ hartree too high.

The variational guarantee is lost too. With exact matrix elements, the lowest eigenvalue in a finite basis is an upper bound to the true ground-state energy. The aliased matrix is Hermitian, but it is not the true Hamiltonian restricted to the basis, so this bound no longer applies.

\subsection{A worked example}

Take a periodic Gaussian well of depth $V_0=3$ hartree and width $\sigma=0.5$ bohr in a cell of $L=10$ bohr. The Fourier integral of the Gaussian gives, for a well at the origin,
\begin{equation}
V_q=-\frac{V_0\sigma\sqrt{2\pi}}{L}\,e^{-(qg\sigma)^2/2},\qquad |q|\le16,
\end{equation}
and higher components are set to zero. With $n=8$ there are 17 plane waves. The count needs $2n+1=17$ points and the exact matrix $4n+1=33$. Two noninteracting electrons with opposite spins share the lowest orbital.

For the count, I keep the orbital from the exact matrix fixed, with the well at $s=0$. All $V_q$ in the band are negative, so every off-diagonal matrix element is negative. Replacing each $c_m$ of a lowest eigenvector by $|c_m|$ cannot raise $c^\dagger(T+V)c$, so the vector of moduli is also a lowest eigenvector. None of its components vanishes, since for $c_m=0$ row $m$ of the eigenvalue equation would set a sum of non-positive terms, not all zero, equal to zero. Two independent lowest eigenvectors could be combined to make one component vanish, so the level is nondegenerate and its eigenvector can be chosen with all $c_m>0$. By inversion symmetry $c_{-n}=c_n$. With $c_n=0.008470$, the error for two electrons at $N=16$ is
\begin{equation}
2\times2c_n^2=4(0.008470)^2=2.870\times10^{-4}.
\end{equation}
The direct grid sum gives 2.000287 electrons. At $N=12$ it gives 2.0195, so this grid gains electrons rather than losing them. From $N=17$ the count is 2 to all printed digits.

At that same $N=17$ other quantities are badly wrong. The density component $L\rho_8$ per electron should be 0.07905 but is read as 0.12256, because $L\rho_{-9}$ has been added to it. The potential element between $m=8$ and $m'=-8$ should be $V_{16}=-1.2\times10^{-6}$ hartree. The grid gives $V_{16}+V_{-1}=-0.358$ hartree, since $16-17=-1$: the weakest coupling has become as strong as the coupling between neighbouring waves. Nevertheless, the largest Hermiticity defect found for real potentials on grids from 5 to 40 points is $2\times10^{-16}$ hartree, which is rounding. An unpaired coefficient at $N=24$, with the well at $s=0.37$ bohr, gives a defect of $2.1\times10^{-4}$ hartree.

Next, the well is moved through 24 equally spaced positions within one grid spacing, and the orbital is recomputed at each. The table lists the spread (maximum minus minimum) of the two-electron energy, and its mean relative to the exact-matrix value $-3.28118$ hartree in the same basis.

\begin{center}
\begin{tabular}{rrr}
$N$ & spread (hartree) & mean error (hartree)\\
\hline
17 & $3.7\times10^{-2}$ & $-2.9\times10^{-3}$\\
20 & $3.7\times10^{-3}$ & $-6.2\times10^{-5}$\\
24 & $8.5\times10^{-5}$ & $-7.6\times10^{-8}$\\
28 & $6.8\times10^{-7}$ & $-9.3\times10^{-12}$\\
33 & rounding & rounding
\end{tabular}
\end{center}

The spread at $N=17$ is 1.01 eV. Discarding the potential components above $|q|=8$ still leaves a spread of 0.026 hartree.

First-order perturbation theory gives the shape of the curve. In this example $|m-m'|\le16$ and $|q|\le16$, so for $N\ge17$ only the aliases $p=\pm1$ contribute. Their phases are $e^{\mp iNgs}$. By the inversion symmetry of the well their expectation values in $c_0$ are equal, and these are negative or zero because $c_m>0$ and $V_q<0$. Hence, to first order,
\begin{equation}
E(s)-E_{\rm exact}\simeq-A\cos\!\left(\frac{2\pi Ns}{L}\right),\qquad A\ge0,
\end{equation}
where $E_{\rm exact}=2\varepsilon_{\rm exact}$. The energy is lowest when the well is centred on a grid point. At $N=17$ I take the amplitude from the computed curve: half the spread is $0.01864$ hartree, slightly above the strictly first-order value $A=-2c_0^\dagger[\widetilde W(0)-V]c_0=0.01841$ hartree because it includes higher orders. The spacing is 0.5882 bohr. The largest slope of the cosine is
\begin{equation}
\frac{2\pi A}{L/N}\simeq\frac{2\pi\times0.01864}{0.5882}
=0.199\ \mathrm{hartree/bohr},
\end{equation}
in agreement with the largest sampled force, 0.199 hartree/bohr, where the true force is zero. Since the amplitude came from the spread, this agreement confirms the cosine shape rather than the first-order amplitude.

The cosine has zero mean, so the negative mean error in the table comes from beyond first order, with the sign required by Eq.~(\ref{mean}). The lowest energy at $N=17$ is $-3.3027$ hartree, which is 0.021 hartree below the exact-matrix minimum in the same basis. It also lies below $-3.2829$ hartree, obtained with an exact matrix and $n=40$. If that larger basis is taken as nearly complete, the grid energy has fallen below the true ground-state energy of this model.

\subsection{What this means for your grid}

Fewer than $4n+1$ points can be acceptable if the aliases are small compared with the errors you already accept. In the example, enlarging the basis from $n=8$ to $n=40$ lowers the energy by $3.28293-3.28118=0.00175$ hartree. The spread at $N=24$ is about twenty times smaller than this, whereas at $N=20$ it is about twice as large. These ratios belong to this smooth well; a sharper potential has larger high components to fold back.

The electron count and Hermiticity cannot make this decision for you, since both are perfect at $N=17$. Move the atom rigidly by fractions of a grid spacing instead. A whole spacing shows nothing, by symmetry. A single half-spacing step can also mislead: from $s=L/(4N)$ to $s=3L/(4N)$ the cosine is zero at both ends. Use several positions, and compare the energy with that of a larger grid as well, because the mean error is not visible in the spread. The numerical check below tests the thresholds, the Hermiticity and the position dependence for this model.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cell length: 10.0 bohr
well depth: 3.0 hartree; width: 0.5 bohr
n = 8; plane waves: 17; potential band K = 16
kinetic cutoff: 12.6331 hartree
count threshold 2n+1 = 17; exact-matrix threshold = 33
electron count of the fixed exact-matrix ground orbital, well at s=0:
  N=12: 2.0195145917 electrons
  N=15: 2.0011338560 electrons
  N=16: 2.0002869730 electrons
  N=17: 2.0000000000 electrons
  N=24: 2.0000000000 electrons
  N=33: 2.0000000000 electrons
edge coefficient magnitude |c_n|: 0.008470
count error at N=16: 2.8697e-04 electrons
density component q=8 per electron, times L (dimensionless):
  exact 0.079050; N=17 0.122557
potential matrix element between m=8 and m=-8, s=0:
  exact -1.2266e-06 hartree
  N=17  -0.357891 hartree
largest Hermiticity defect, N=5..40: 1.9e-16 hartree
unpaired Nyquist term, N=24, s=0.37 bohr:
  Hermiticity defect 2.1254e-04 hartree
two-electron energy, exact matrix, n=8: -3.28118222 hartree
two-electron energy, exact matrix, n=40: -3.28293123 hartree
energies over 24 well positions in one grid spacing:
  N=17: min -3.30266344, max -3.26538208 hartree
    mean minus exact-matrix n=8: -2.889e-03 hartree
    spread: 3.728e-02 hartree
  N=20: min -3.28309907, max -3.27938832 hartree
    mean minus exact-matrix n=8: -6.198e-05 hartree
    spread: 3.711e-03 hartree
  N=24: min -3.28122499, max -3.28113960 hartree
    mean minus exact-matrix n=8: -7.602e-08 hartree
    spread: 8.539e-05 hartree
  N=28: min -3.28118256, max -3.28118188 hartree
    mean minus exact-matrix n=8: -9.299e-12 hartree
    spread: 6.793e-07 hartree
  N=33: min -3.28118222, max -3.28118222 hartree
    mean minus exact-matrix n=8: -5.329e-15 hartree
    spread: 1.821e-14 hartree
spread at N=17 converted: 1.0145 eV
grid spacing at N=17: 0.588235 bohr
spread at N=17, potential filtered to |q|<=8: 2.633e-02 hartree
largest sampled spurious force, N=17: 0.199098 hartree/bohr
largest sampled force, N=33: 3.8e-15 hartree/bohr
\end{verbatim}
